# Generalised Wigner separation distribution of two trapped particles with inverse-square interaction: a program that tests the result

```python
"""
Result under test: two non-crossing particles (or surface steps) in a harmonic
trap with repulsion g/r^2 have the ground-state separation density
    P(s) = a s^rho exp(-b s^2),  s = r/<r>,  rho = 1 + sqrt(1 + 4 G),
for every dimensionless coupling G = m g/hbar^2 >= -1/4.
lam = rho/2 is the contact exponent of the wave function.
Trap units: length sqrt(hbar/(m omega)), energy hbar omega.
Steps: hbar -> kT, m -> stiffness, g -> repulsion A, omega -> sqrt(kappa/stiffness).
Finite-energy (Friedrichs) contact condition is assumed throughout.
"""
import numpy as np
import sympy as sp
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.linalg import (cholesky_banded, cho_solve_banded, eigh,
                          eigh_tridiagonal, eigvalsh_tridiagonal)
from scipy.sparse.linalg import eigsh
from scipy.special import gamma, gammainc


# ---------- derived formulas ----------
def exponent(coupling):
    return 1 + np.sqrt(1 + 4 * coupling)


def wigner_constants(rho):
    b = (gamma((rho + 2) / 2) / gamma((rho + 1) / 2)) ** 2
    a = 2 * b ** ((rho + 1) / 2) / gamma((rho + 1) / 2)
    return a, b


def wigner_variance(rho):
    return (rho + 1) / (2 * wigner_constants(rho)[1]) - 1


def wigner_cdf(s, rho):
    return gammainc((rho + 1) / 2, wigner_constants(rho)[1] * s**2)


def mean_separation(rho):
    """Mean separation in trap lengths."""
    return np.sqrt(2) * gamma(rho / 2 + 1) / gamma(rho / 2 + 0.5)


# ---------- numerical roads that do not use the exponent ----------
def statistics(r, weight):
    """Mean and variance/mean^2 of a discrete distribution."""
    p = weight / weight.sum()
    mean = p @ r
    return mean, p @ r**2 / mean**2 - 1


def cdf_error(r, weight, rho):
    p = weight / weight.sum()
    mean = p @ r
    return np.max(np.abs(np.cumsum(p) - p / 2 - wigner_cdf(r / mean, rho)))


def log_grid_state(coupling, depth=30.0, step=0.005, cubic=0.0):
    """Ground state of -d2/dr2 + G/r^2 + r^2/4 + G*cubic/r^3 with r = exp(t),
    psi = sqrt(r) phi, and a wall at r = exp(-depth); inverse iteration."""
    r = np.exp(np.arange(-depth, np.log(14.0), step))
    potential = coupling + 0.25 + r**4 / 4
    if cubic:
        potential = potential + coupling * cubic / r
    band = np.zeros((2, r.size))
    band[0, 1:] = -1 / step**2
    band[1] = 2 / step**2 + potential
    factor = cholesky_banded(band)
    phi = np.exp(-r**2 / 4)
    phi /= np.sqrt(np.sum(r**2 * phi**2))
    for _ in range(120):
        phi = cho_solve_banded((factor, False), r**2 * phi)
        norm = np.sqrt(np.sum(r**2 * phi**2))
        phi /= norm
    return 1 / norm, r, r**2 * phi**2


def has_state_below(energy, coupling, depth, step=0.01):
    """True if the walled problem has an eigenvalue below the given energy."""
    r = np.exp(np.arange(-depth, np.log(14.0), step))
    diagonal = 2 / step**2 + coupling + 0.25 + r**4 / 4 - energy * r**2
    off = np.full(r.size - 1, -1 / step**2)
    lowest = eigvalsh_tridiagonal(diagonal, off, select='i',
                                  select_range=(0, 0))[0]
    return lowest < 0


def two_particle_grid(x, one_body, coupling):
    """Diagonalise both particles on a grid in the sector x1 > x2."""
    n, h = x.size, x[1] - x[0]
    kinetic = sparse.diags([-0.5, 1.0, -0.5], [-1, 0, 1], shape=(n, n)) / h**2
    single = kinetic + sparse.diags(one_body)
    unit = sparse.identity(n)
    full = (sparse.kron(single, unit) + sparse.kron(unit, single)).tocsr()
    i, j = np.divmod(np.arange(n * n), n)
    keep = np.where(i > j)[0]
    gap = (i - j)[keep]
    ham = full[keep][:, keep] + sparse.diags(coupling / (gap * h) ** 2)
    energy, psi = eigsh(ham.tocsc(), k=1, sigma=0.0, which='LM')
    weight = np.bincount(gap, weights=psi[:, 0] ** 2)
    return energy[0], np.arange(weight.size) * h, weight


# ---------- symbolic checks ----------
R, L = sp.symbols('R L', positive=True)
f = sp.Function('f')(R)
w = -L / R + R / 2
lowered = sp.diff(f, R) + w * f
product = -sp.diff(lowered, R) + w * lowered
pair_h = -sp.diff(f, R, 2) + (L * (L - 1) / R**2 + R**2 / 4) * f
assert sp.simplify(sp.expand(pair_h - product - (L + sp.Rational(1, 2)) * f)) == 0

X = sp.symbols('x1:4', real=True)
pairs = [(0, 1), (0, 2), (1, 2)]
log_psi = (sum(L * sp.log(X[i] - X[j]) for i, j in pairs)
           - sum(q**2 for q in X) / 2)
local = sum(-(sp.diff(log_psi, q, 2) + sp.diff(log_psi, q) ** 2) / 2 + q**2 / 2
            for q in X)
local += sum(L * (L - 1) / (X[i] - X[j]) ** 2 for i, j in pairs)
assert sp.simplify(sp.together(local - 3 * L - sp.Rational(3, 2))) == 0

# ---------- constants a and b: unit area and unit mean by quadrature ----------
for rho_test in (1.0, 2.0, 3.3, 4.0, 9.0):
    a_t, b_t = wigner_constants(rho_test)
    for power in (0, 1):
        area = quad(lambda s: a_t * s ** (rho_test + power) * np.exp(-b_t * s * s),
                    0, 12, points=[1.0])[0]
        assert abs(area - 1) < 1e-7

# ---------- both particles on a grid, centre of mass included ----------
grid = np.linspace(-5.5, 5.5, 111)
e_grid, r_grid, w_grid = two_particle_grid(grid, grid**2 / 2, 2.0)
assert abs(e_grid - (exponent(2.0) / 2 + 1)) < 0.02
assert cdf_error(r_grid, w_grid, exponent(2.0)) < 0.005
print(f"Two-particle grid, G=2: energy {e_grid:.4f} hbar*omega, "
      f"formula {exponent(2.0)/2 + 1:.4f}")

# ---------- separation problem over the range of couplings ----------
print("G | rho | relative energy numeric, formula (hbar*omega) | max CDF error")
for coupling in (-0.2, 0.0, 0.3, 2.0, 12.0):
    energy, r, weight = log_grid_state(coupling)
    rho_c = exponent(coupling)
    error = cdf_error(r, weight, rho_c)
    assert abs(energy - (rho_c + 1) / 2) < 1e-3 * energy
    assert abs(statistics(r, weight)[0] / mean_separation(rho_c) - 1) < 1e-3
    assert error < 1e-3
    print(f"{coupling:5.2f} | {rho_c:.4f} | {energy:.5f}, {(rho_c+1)/2:.5f}"
          f" | {error:.1e}")

# Threshold: the wall costs an energy vanishing only as 1/depth.
e_edge = log_grid_state(-0.25, depth=200.0, step=0.01)[0]
assert 0 < e_edge - 1 < 0.01
print(f"G=-1/4, wall at exp(-200) trap lengths: energy {e_edge:.5f} hbar*omega")
# Below threshold the lowest energy sinks as the wall is moved inwards.
assert not has_state_below(-1e3, -0.3, 15.0)
assert has_state_below(-1e6, -0.3, 30.0)
print("G=-0.3: state below -1e3 with wall exp(-15):",
      has_state_below(-1e3, -0.3, 15.0))
print("G=-0.3: state below -1e6 with wall exp(-30):",
      has_state_below(-1e6, -0.3, 30.0))

# ---------- worked example: two steps on vicinal Ge(111), rough inputs ----------
temperature = 800.0      # K
stiffness = 0.3          # eV/nm
repulsion = 0.02         # eV nm
kappa = 2.5e-5           # eV/nm^3
lattice = 0.566          # nm, rough germanium lattice constant
kT = constants.k / constants.e * temperature
G = repulsion * stiffness / kT**2
rho = exponent(G)
a, b = wigner_constants(rho)
rate = np.sqrt(kappa / stiffness)              # 1/nm
length = np.sqrt(kT / (stiffness * rate))      # nm
mean = length * mean_separation(rho)
variance = wigner_variance(rho)
height, row = lattice / np.sqrt(3), lattice * np.sqrt(6) / 4
relax = 1 / (2 * rate)
print(f"Inputs: T {temperature:.0f} K, stiffness {stiffness} eV/nm, "
      f"A {repulsion} eV nm")
print(f"Inputs: kappa {kappa:.1e} eV/nm^3, lattice constant {lattice} nm")
print(f"kT {kT:.5f} eV; coupling G {G:.4f}; lam {rho/2:.4f}; rho {rho:.4f}")
print(f"a {a:.4f}; b {b:.4f}; scaled variance {variance:.4f}")
print(f"sqrt(kappa/stiffness) {rate:.5f} 1/nm; trap length {length:.3f} nm")
print(f"Mean width {mean:.3f} nm; most probable {length*np.sqrt(rho):.3f} nm; "
      f"std {mean*np.sqrt(variance):.3f} nm")
print(f"Probability width < mean/2: {wigner_cdf(0.5, rho):.4f}; "
      f"> 1.5 mean: {1 - wigner_cdf(1.5, rho):.4f}")
print(f"Step height {height:.3f} nm; row spacing {row:.3f} nm; "
      f"miscut {np.degrees(np.arctan(height/mean)):.2f} deg")

# Transfer matrix from the Boltzmann weights of two non-crossing steps.
h = 0.05
r = (np.arange(760) + 0.5) * h
sigma = 0.2
slice_length = sigma**2 * stiffness / (2 * kT)
difference, total = r[:, None] - r, r[:, None] + r
free = (np.exp(-difference**2 / (2 * sigma**2))
        - np.exp(-total**2 / (2 * sigma**2))) * h / (sigma * np.sqrt(2 * np.pi))
half = np.exp(-slice_length * (kappa * r**2 / 4 + repulsion / r**2) / (2 * kT))
values, vectors = eigh(half[:, None] * free * half,
                       subset_by_index=[r.size - 2, r.size - 1])
w_tm = vectors[:, 1] ** 2
mean_tm, var_tm = statistics(r, w_tm)
relax_tm = slice_length / np.log(values[1] / values[0])
assert abs(mean_tm / mean - 1) < 0.01
assert abs(var_tm / variance - 1) < 0.02
assert cdf_error(r, w_tm, rho) < 0.005
assert abs(relax_tm / relax - 1) < 0.01
print(f"Transfer matrix: mean {mean_tm:.3f} nm, scaled variance {var_tm:.4f}")
print(f"Relaxation length along step: formula {relax:.2f} nm, "
      f"transfer matrix {relax_tm:.2f} nm")

# ---------- size of what the pair model leaves out ----------
sites = row * np.arange(1, 150)
_, vec = eigh_tridiagonal(2 / row**2 + G / sites**2 + sites**2 / (4 * length**4),
                          np.full(sites.size - 1, -1 / row**2),
                          select='i', select_range=(0, 0))
mean_row, var_row = statistics(sites, vec[:, 0] ** 2)
print(f"Atomic rows: mean {mean_row:.3f} nm, scaled variance {var_row:.4f}")

_, r_c, w_c = log_grid_state(G, cubic=row / length)
mean_c, var_c = statistics(r_c, w_c)
print(f"Added repulsion A*row/r^3: mean {mean_c*length:.3f} nm, "
      f"scaled variance {var_c:.4f}")

cage = np.linspace(-1, 1, 132)[1:-1]
_, r_w, w_w = two_particle_grid(cage, G / (1 - cage)**2 + G / (1 + cage)**2, G)
print(f"Fixed neighbour steps instead of trap: scaled variance "
      f"{statistics(r_w, w_w)[1]:.4f}")
print(f"Curvature 6A/mean^4 from one neighbour: {6*repulsion/mean**4:.2e} eV/nm^3")

u = (np.arange(500) + 0.5) * 0.02
U, V = np.meshgrid(u, u, indexing='ij')
density = (U * V * (U + V)) ** rho * np.exp(-2 * (U**2 + U * V + V**2) / 3)
print(f"Three steps in the trap: scaled variance of one gap "
      f"{statistics(u, density.sum(axis=1))[1]:.4f}")

# Infinite array at G = 0: free fermions, empty-interval probability as determinant.
nodes, node_weights = np.polynomial.legendre.leggauss(40)


def empty_interval(s):
    x, q = s * (nodes + 1) / 2, np.sqrt(s * node_weights / 2)
    kernel = q[:, None] * np.sinc(x[:, None] - x) * q
    return np.linalg.det(np.eye(x.size) - kernel)


var_array = 2 * sum(3 * wt * empty_interval(3 * (z + 1))
                    for z, wt in zip(nodes, node_weights)) - 1
assert 0.001 < var_array - wigner_variance(2.0) < 0.003
print(f"G=0: scaled variance, pair {wigner_variance(2.0):.5f}, "
      f"infinite array {var_array:.5f}")

step_length = 1000.0     # nm
print(f"End effect at middle of {step_length:.0f} nm step, order "
      f"{np.exp(-step_length/(2*relax)):.1e}")
print(f"Rms step slope over relaxation length {np.sqrt(kT/(stiffness*relax)):.3f}; "
      f"over one row spacing {np.sqrt(kT/(stiffness*row)):.3f}")
print(f"Probability of width below one row spacing: {wigner_cdf(row/mean, rho):.1e}")
for other in (700.0, 900.0):
    print(f"rho at {other:.0f} K, same stiffness and A: "
          f"{exponent(G*(temperature/other)**2):.4f}")
print("tests ok")
```

Printed output:

```
Two-particle grid, G=2: energy 2.9981 hbar*omega, formula 3.0000
G | rho | relative energy numeric, formula (hbar*omega) | max CDF error
-0.20 | 1.4472 | 1.22360, 1.22361 | 2.3e-06
 0.00 | 2.0000 | 1.50000, 1.50000 | 2.8e-06
 0.30 | 2.4832 | 1.74162, 1.74162 | 3.2e-06
 2.00 | 4.0000 | 2.49999, 2.50000 | 4.3e-06
12.00 | 8.0000 | 4.49999, 4.50000 | 7.0e-06
G=-1/4, wall at exp(-200) trap lengths: energy 1.00499 hbar*omega
G=-0.3: state below -1e3 with wall exp(-15): False
G=-0.3: state below -1e6 with wall exp(-30): True
Inputs: T 800 K, stiffness 0.3 eV/nm, A 0.02 eV nm
Inputs: kappa 2.5e-05 eV/nm^3, lattice constant 0.566 nm
kT 0.06894 eV; coupling G 1.2625; lam 1.7298; rho 3.4597
a 8.3299; b 1.9951; scaled variance 0.1176
sqrt(kappa/stiffness) 0.00913 1/nm; trap length 5.017 nm
Mean width 10.022 nm; most probable 9.332 nm; std 3.438 nm
Probability width < mean/2: 0.0605; > 1.5 mean: 0.0818
Step height 0.327 nm; row spacing 0.347 nm; miscut 1.87 deg
Transfer matrix: mean 10.022 nm, scaled variance 0.1177
Relaxation length along step: formula 54.77 nm, transfer matrix 54.77 nm
Atomic rows: mean 10.019 nm, scaled variance 0.1177
Added repulsion A*row/r^3: mean 10.143 nm, scaled variance 0.1143
Fixed neighbour steps instead of trap: scaled variance 0.1026
Curvature 6A/mean^4 from one neighbour: 1.19e-05 eV/nm^3
Three steps in the trap: scaled variance of one gap 0.1183
G=0: scaled variance, pair 0.17810, infinite array 0.17999
End effect at middle of 1000 nm step, order 1.1e-04
Rms step slope over relaxation length 0.065; over one row spacing 0.814
Probability of width below one row spacing: 5.7e-07
rho at 700 K, same stiffness and A: 3.7561
rho at 900 K, same stiffness and A: 3.2338
tests ok
```
